\section*{Thermionic Emission from Graphene with an Energy-Independent Escape Rate, part 1}

(Sections cited here and not found follow in the second part.)

\section{The emission current and its prefactor}

\subsection{The decision that depends on it}

Two choices in a calculation of a graphene--semiconductor contact depend on the prefactor of the thermionic current. A device simulation needs a boundary condition that fixes the size of the current over the barrier. An analysis of current against temperature needs a power of $T$ to divide out before the barrier is read from an Arrhenius slope. Dividing by $T^2$ instead of $T$ lowers the extracted barrier by $kT$, about 26~meV at 300~K.

For a bulk emitter with a parabolic band the prefactor is proportional to $T^2$, as derived below. For graphene, with the escape model defined below, the prefactor is proportional to $kT(B+kT)$, where $B$ is the height of the barrier above the Dirac point. When $B$ is many times $kT$ this is close to a single power of $T$.

\subsection{Model and conventions}

Energies $E$ are measured from the Dirac point. The conduction cone is $E=\hbar v|\mathbf k|$, with $\mathbf k$ measured from a corner of the Brillouin zone and $v$ the Dirac velocity. There are two spins and two valleys, so each $\mathbf k$ counts $g=4$ times. The chemical potential of graphene is $\mu$, positive for electron doping. The barrier top lies at $B>0$, and the barrier seen from the chemical potential is
\begin{equation}
\Phi=B-\mu .
\end{equation}
The elementary charge is $e>0$, and $J$ denotes the magnitude of the electron current density. The algebra is in Gaussian units, and $kT$ is an energy.

The escape model has one parameter. Every electron with $E>B$ leaves for the semiconductor at the rate $1/\tau$, whatever its energy above $B$ and whatever the direction of $\mathbf k$. An electron with $E<B$ does not leave. This replaces the velocity towards the barrier that appears in the theory of a bulk emitter: an electron in a single atomic sheet has no band velocity normal to the sheet. The time $\tau$ contains the coupling between the two materials and any scattering needed to reach a state on the other side. The derivation does not predict it.

Three further assumptions are used. The cone stays linear up to several $kT$ above $B$. The electrons in graphene keep a thermal distribution, which requires that states above $B$ be refilled much faster than they empty. The barrier is the same over the whole contact area.

\subsection{Counting the states}

In a sheet of unit area the allowed wavevectors have density $1/(4\pi^2)$ in $\mathbf k$ space. A ring of radius $k$ and width $dk$ has area $2\pi k\,dk$, so it holds
\begin{equation}
g\,\frac{2\pi k\,dk}{4\pi^2}=\frac{g\,k\,dk}{2\pi}
\end{equation}
states. On the cone $k=E/(\hbar v)$ and $dk=dE/(\hbar v)$. With $g=4$ the number of states per unit area and unit energy is therefore
\begin{equation}
D(E)=\frac{4}{2\pi}\,\frac{E}{\hbar^2v^2}=\frac{2E}{\pi\hbar^2v^2},\qquad E>0 .
\label{eq:dos}
\end{equation}
The linear growth of $D$ with $E$ produces both terms of the prefactor.

\subsection{Summing the escape}

Let $f(E)=1/(e^{(E-\mu)/kT}+1)$ be the occupation. The electrons in $dE$ number $D f\,dE$ per unit area, and each carries charge $e$ across at the rate $1/\tau$. Since the rate is the same for all of them it leaves the integral:
\begin{equation}
J=\frac{e}{\tau}\int_B^\infty D(E)f(E)\,dE .
\label{eq:sum}
\end{equation}
This is the one-way current, for a semiconductor whose states near the interface are empty.

When $\Phi\gg kT$, every energy in the integral satisfies $E-\mu\ge\Phi\gg kT$, and the occupation reduces to $e^{-(E-\mu)/kT}$. Put $E=B+x$, so that
\begin{equation}
e^{-(E-\mu)/kT}=e^{-\Phi/kT}e^{-x/kT}.
\end{equation}
Equation (\ref{eq:sum}) becomes
\begin{equation}
J_0=\frac{2e}{\pi\hbar^2v^2\tau}\,e^{-\Phi/kT}\int_0^\infty(B+x)e^{-x/kT}\,dx .
\end{equation}
The two parts of the integral are
\begin{align}
\int_0^\infty B\,e^{-x/kT}dx&=B\,kT,\\
\int_0^\infty x\,e^{-x/kT}dx&=\Bigl[-kT\,x\,e^{-x/kT}\Bigr]_0^\infty+kT\int_0^\infty e^{-x/kT}dx=(kT)^2 .
\end{align}
The bracket vanishes at both ends. Adding the parts gives
\begin{equation}
J_0=\frac{2e}{\pi\hbar^2v^2\tau}\;kT\,(B+kT)\;e^{-\Phi/kT}.
\label{eq:main}
\end{equation}
It is convenient to collect the density-like factor in
\begin{equation}
N_B=\frac{2}{\pi\hbar^2v^2}\,kT(B+kT),\qquad J_0=\frac{eN_B}{\tau}\,e^{-\Phi/kT}.
\label{eq:NB}
\end{equation}

The term $B\,kT$ is the density of states at the barrier top multiplied by an energy layer of thickness $kT$. The term $(kT)^2$ comes from the growth of the density of states across that layer. The barrier therefore enters twice, through the exponential and through the number of states available at its top. Two contacts with the same $\Phi$ but different doping have different $B=\Phi+\mu$, and so different prefactors.

As a test of both the counting and the integral, the Boltzmann factor was summed directly over a square grid of $\mathbf k$ points, without a density of states. The cases were $B=0.40$~eV and $B=0.02$~eV at 300~K, and $B=0.15$~eV at 450~K. The largest difference from $N_B$, relative to $N_B$, was $9.9\times10^{-5}$. The second case has $B<kT$, so the term $(kT)^2$ is tested where it is the larger one.

\subsection{Why a bulk emitter gives $T^2$}

For comparison, take a bulk emitter with a parabolic band of mass $m$, whose electrons cross a plane at their normal velocity $v_z$. With two spins,
\begin{equation}
J_{\rm bulk}=2e\int\frac{d^2k_\parallel}{4\pi^2}\int\frac{dk_z}{2\pi}\,v_z\,e^{-(E-\mu)/kT}.
\end{equation}
Because $\hbar v_z\,dk_z=dE_z$, the integral over the normal motion above the barrier gives $kT\,e^{-\Phi/kT}/(2\pi\hbar)$. The lateral motion gives
\begin{equation}
\int\frac{d^2k_\parallel}{4\pi^2}e^{-\hbar^2k_\parallel^2/2mkT}
=\frac{1}{4\pi^2}\,\frac{2\pi mkT}{\hbar^2}=\frac{mkT}{2\pi\hbar^2}.
\end{equation}
The product is
\begin{equation}
J_{\rm bulk}=\frac{em(kT)^2}{2\pi^2\hbar^3}\,e^{-\Phi/kT}.
\end{equation}
One factor $kT$ comes from the normal motion and one from the lateral motion. In graphene there is no separate normal motion, and the total energy alone decides whether an electron may leave. The layer above $B$ supplies one factor $kT$, and the second factor is $B+kT$.

\subsection{Error of the Boltzmann limit}

Write $y=(E-\mu)/kT$ and $\eta=\Phi/kT$, with $\eta>0$. The Boltzmann factor exceeds the Fermi function by
\begin{equation}
e^{-y}-\frac{1}{e^y+1}=\frac{e^{-y}}{e^y+1},
\end{equation}
which is positive and smaller than $e^{-2y}$. Integrating $e^{-2y}$ with the weight $B+x$ replaces $kT$ by $kT/2$ in the two integrals above:
\begin{equation}
\int_0^\infty(B+x)e^{-2(\eta+x/kT)}dx=e^{-2\eta}\left[\frac{B\,kT}{2}+\frac{(kT)^2}{4}\right].
\end{equation}
Division by the Boltzmann result $e^{-\eta}kT(B+kT)$ gives
\begin{equation}
0<1-\frac{J}{J_0}<e^{-\eta}\,\frac{B/2+kT/4}{B+kT}<\frac{e^{-\eta}}{2}.
\label{eq:deficit}
\end{equation}
The middle expression is also the leading term of the deficit for large $\eta$, because $e^{-y}/(e^y+1)=e^{-2y}-e^{-3y}+\dots$. The Boltzmann form overestimates the current, by less than 2.5\% of $J_0$ at $\eta=3$. When $\Phi$ is not several times $kT$, the integral (\ref{eq:sum}) should be evaluated with the full Fermi function.

\subsection{Return current}

At a finite bias the semiconductor also sends electrons back. Let $f_g$ and $f_s$ be the occupations of graphene and of the semiconductor states at the interface, at the same energy. The forward flow per unit energy is $Df_g(1-f_s)/\tau$. Write the return flow as $Df_s(1-f_g)/\tau_r$. In equilibrium $f_g=f_s$ and the flows must cancel at each energy, which requires $\tau_r=\tau$. If these rates do not depend on the occupations, the equality also holds away from equilibrium. The difference of the blocking factors is
\begin{equation}
f_g(1-f_s)-f_s(1-f_g)=f_g-f_s ,
\end{equation}
since the products $f_gf_s$ cancel. Let the quasi-Fermi level of the semiconductor at the interface lie $eU$ below $\mu$. In the Boltzmann limit $f_s=f_g\,e^{-eU/kT}$, and the common factor leaves the integral:
\begin{equation}
J=J_0\left(1-e^{-eU/kT}\right).
\label{eq:net}
\end{equation}
For negative $U$ the condition is that $\Phi+eU$ also be several times $kT$. The voltage $U$ is the drop of the quasi-Fermi level across the interface alone. It equals the applied voltage when the rest of the circuit takes a negligible share.

\subsection{Two changes that alter the law}

The first change is a barrier top below the Dirac point, $B=-b$ with $b>0$. Electrons of the valence cone between $-b$ and $0$ can then escape as well, and the density of states is proportional to $|E|$. With $s=-E$ their part of the integral is
\begin{align}
\int_0^b s\,e^{s/kT}ds&=\Bigl[kT\,s\,e^{s/kT}\Bigr]_0^b-kT\int_0^be^{s/kT}ds\nonumber\\
&=kT\,b\,e^{b/kT}-(kT)^2\left(e^{b/kT}-1\right).
\end{align}
The conduction cone adds $(kT)^2$. The sum is
\begin{equation}
\int_{-b}^\infty|E|\,e^{-E/kT}dE=kT(b-kT)\,e^{b/kT}+2(kT)^2 .
\end{equation}
At $b=0$ it equals $(kT)^2$, in agreement with (\ref{eq:main}) at $B=0$. Inserting a negative $B$ into (\ref{eq:main}) would give a negative current for $b>kT$, so an implementation must branch on the sign of $B$.

The second change is an escape rate that depends on energy. Suppose it is $(1/\tau)(x/E_0)^p$, with $x=E-B$, a reference energy $E_0$ and $p>-1$. The integrals $\int_0^\infty x^pe^{-x/kT}dx=\Gamma(p+1)(kT)^{p+1}$ and $\int_0^\infty x^{p+1}e^{-x/kT}dx=(p+1)\Gamma(p+1)(kT)^{p+2}$ replace $kT(B+kT)$ by
\begin{equation}
\frac{\Gamma(p+1)(kT)^{p+1}}{E_0^{\,p}}\,\bigl[B+(p+1)kT\bigr].
\end{equation}
For $p=1$ and $B\gg kT$ this is proportional to $T^2$. A measured power near 2 therefore does not by itself identify a bulk emitter, and the form $kT(B+kT)$ stands or falls with the constant escape rate.

\section{Extracting a barrier, and a contact to MoS$_2$}

\subsection{Symbols and results carried over}

The barrier top lies at $B$ above the Dirac point, $\mu$ is the chemical potential of graphene on the same scale, and $\Phi=B-\mu$. Electrons above $B$ escape at the constant rate $1/\tau$, and $v$ is the Dirac velocity. The density of states is $D(E)=2E/(\pi\hbar^2v^2)$ for $E>0$. For $\Phi\gg kT$ the one-way current density is
\begin{equation}
J_0=\frac{eN_B}{\tau}e^{-\Phi/kT},\qquad N_B=\frac{2}{\pi\hbar^2v^2}kT(B+kT).
\end{equation}
With a drop $eU$ of the quasi-Fermi level at the interface, the net current is $J_0(1-e^{-eU/kT})$.

\subsection{Current of the example}

The example is graphene on a 50~nm flake of MoS$_2$ at 300~K, with $B=0.40$~eV, $\mu=0.10$~eV, $v=10^8$~cm/s and $\tau=10$~ps. These are round model values. With $\hbar v=0.658$~eV\,nm, $D/E=1.469$~eV$^{-2}$nm$^{-2}$. At $kT=0.02585$~eV,
\begin{equation}
kT(B+kT)=0.02585\times0.42585=0.01101\ \mathrm{eV}^2 .
\end{equation}
The product is $N_B=0.01618$~nm$^{-2}=1.618\times10^{12}$~cm$^{-2}$. Multiplication by $e/\tau$ gives the prefactor $2.59\times10^4$~A/cm$^2$, and with $e^{-\Phi/kT}=9.13\times10^{-6}$
\begin{equation}
J_0=0.24\ \mathrm{A/cm^2}=2.4\times10^3\ \mathrm{A/m^2}.
\end{equation}
Fermi statistics lower this by a fraction $4.4\times10^{-6}$. The remaining values are in the numerical output.

For a constant escape rate, the thermionic current from graphene has a prefactor proportional to $kT(B+kT)$, which gives $J_0=0.24$ A/cm$^2$ in the MoS$_2$ example. It remains to find what barrier an Arrhenius slope yields, and how band curvature, the interface field and transport in the flake affect the example.
